**Pivoted Cholesky integrals and a bounded RHF barrier for ammonia inversion**

The program decomposes the two-electron integral matrix $M\approx LL^T$ and uses the diagonal of $R=M-LL^T$ to bound RHF energy errors. For global RHF minima, the full-integral energy minus the Cholesky energy lies between $-T/s^2$ and $A=\frac12(\sum|\tilde D_{pq}|g_{pq})^2$. Here $g_{pq}=\sqrt{R_{pq,pq}}$, $T=\sum g_{pq}^2$ over ordered pairs, $s$ is the smallest overlap eigenvalue and $\tilde D$ is the Cholesky density matrix. The program asserts the element bounds on $R$, its agreement with a direct Schur complement at the loosest threshold, and the Coulomb and exchange bounds for the SCF density and random determinants. It also asserts that separate SCF calculations with full and Cholesky integrals satisfy the energy and barrier bounds, within small numerical tolerances. Global minimality of the SCF solutions is assumed, not tested. At a threshold of $10^{-10}\,E_h$ the output bounds the RHF/cc-pVDZ barrier between 30.159 and 30.169 kJ/mol. The MP2 barrier errors are measured but not covered by the bound.

## Check in Python

```python
"""Pivoted Cholesky of two-electron integrals with guaranteed RHF errors.

M[pq,rs] = (pq|rs), R = M - L L^T, delta = largest allowed diagonal of R.
g[p,q] = sqrt(R[pq,pq]), T = sum of g^2 over ordered pairs, s = smallest
eigenvalue of the overlap. Result under test, for global RHF minima:
    -T/s^2 <= E_exact - E_cholesky <= (sum |D| g)^2 / 2,
where D is the density matrix obtained with the Cholesky integrals.
The bounds for ammonia and its planar inversion transition state are
combined into a bound on the barrier. Energies are in hartree (Eh).
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize
from pyscf import gto, scf, mp, ao2mo
from pyscf.hessian import thermo

KJ = constants.value("Hartree energy") * constants.N_A / 1000.0
BOHR = constants.value("Bohr radius") * 1e10


def pivoted_cholesky(matrix, delta):
    diagonal = np.diag(matrix).copy()
    size = len(diagonal)
    vectors = np.zeros((size, size))
    pivots = []
    while len(pivots) < size:
        pivot = int(np.argmax(diagonal))
        if diagonal[pivot] <= delta:
            break
        k = len(pivots)
        column = matrix[:, pivot] - vectors[:, :k] @ vectors[pivot, :k]
        column /= np.sqrt(diagonal[pivot])
        vectors[:, k] = column
        diagonal -= column**2
        diagonal[pivot] = 0.0
        pivots.append(pivot)
    return vectors[:, :len(pivots)].copy(), np.maximum(diagonal, 0), pivots


def ammonia(x):
    radius, height = x
    atoms = [("N", (0.0, 0.0, 0.0))]
    for angle in 2 * np.pi * np.arange(3) / 3:
        atoms.append(("H", (radius * np.cos(angle),
                            radius * np.sin(angle), height)))
    return gto.M(atom=atoms, unit="Bohr", basis="cc-pvdz", verbose=0)


def run_rhf(mol, integrals=None):
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-7
    if integrals is not None:
        mf._eri = np.ascontiguousarray(integrals)
    mf.kernel()
    assert mf.converged
    return mf


def energy_and_slope(x):
    mf = run_rhf(ammonia(x))
    force = mf.nuc_grad_method().kernel()
    angles = 2 * np.pi * np.arange(3) / 3
    radial = np.sum(force[1:, 0] * np.cos(angles)
                    + force[1:, 1] * np.sin(angles))
    return mf.e_tot, np.array([radial, force[1:, 2].sum()])


def mp2_energy(mf, integrals):
    nocc = mf.mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
    nvir = vir.shape[1]
    ov = ao2mo.general(integrals, (occ, vir, occ, vir), compact=False)
    ov = ov.reshape(nocc, nvir, nocc, nvir)
    gap = mf.mo_energy[:nocc, None] - mf.mo_energy[None, nocc:]
    denominator = gap[:, :, None, None] + gap[None, None, :, :]
    return np.sum(ov * (2 * ov - ov.transpose(0, 3, 2, 1)) / denominator)


# A three-pair matrix that can be followed by hand.
h2 = gto.M(atom="H 0 0 0; H 0 0 1.4", unit="Bohr", basis="sto-3g", verbose=0)
small = h2.intor("int2e", aosym="s4")
small_l, _, small_p = pivoted_cholesky(small, 1e-10)
labels = ["11", "21", "22"]
print("H2/STO-3G, distance 1.4 bohr; pair order 11,21,22")
for label, row in zip(labels, small):
    print(f"M row {label} (Eh):", " ".join(f"{v:.6f}" for v in row))
for k in (1, 2):
    rest = small - small_l[:, :k] @ small_l[:, :k].T
    print(f"pivot {k}: {labels[small_p[k-1]]}; residual diagonal (Eh):",
          " ".join(f"{abs(v):.6f}" for v in np.diag(rest)))
    if k == 1:
        i, j = [q for q in range(3) if q != small_p[0]]
        limit = np.sqrt(rest[i, i] * rest[j, j])
        assert abs(rest[i, j]) <= limit + 1e-13
        print(f"after pivot 1: R[{labels[i]},{labels[j]}] = "
              f"{rest[i, j]:.6f}, bound {limit:.6f} Eh")

# Stationary points and exact-integral reference energies.
species = {}
for name, start, expected in (("R", [1.77, 0.70], 0), ("TS", [1.88, 0.0], 1)):
    x = minimize(energy_and_slope, start, jac=True, method="BFGS",
                 options={"gtol": 1e-5}).x
    if name == "TS":
        assert abs(x[1]) < 1e-6
        x[1] = 0.0
    mol = ammonia(x)
    mf = run_rhf(mol)
    slope = np.max(np.abs(mf.nuc_grad_method().kernel()))
    assert slope < 5e-5
    modes = np.asarray(thermo.harmonic_analysis(
        mol, mf.Hessian().kernel())["freq_wavenumber"], dtype=complex)
    imaginary = np.abs(modes.imag)
    assert np.sum(imaginary > 10) == expected
    matrix = mol.intor("int2e", aosym="s4")
    spectrum = np.linalg.eigvalsh(matrix)
    assert spectrum[0] > -1e-11
    overlap = mol.intor("int1e_ovlp")
    smallest = np.linalg.eigvalsh(overlap)[0]
    correlation = mp2_energy(mf, matrix)
    assert abs(correlation - mp.MP2(mf).kernel()[0]) < 1e-9
    species[name] = dict(mol=mol, mf=mf, matrix=matrix, overlap=overlap,
                         s=smallest, mp2=mf.e_tot + correlation)
    print(f"{name}: N-H {np.hypot(*x)*BOHR:.4f} angstrom, "
          f"N height {abs(x[1])*BOHR:.4f} angstrom")
    print(f"{name}: RHF energy {mf.e_tot:.8f} Eh, s {smallest:.5f}")
    if expected:
        print(f"TS: imaginary wavenumber {imaginary.max():.1f} cm^-1")
    else:
        print(f"R: lowest wavenumber {modes.real.min():.1f} cm^-1")

nao = species["R"]["mol"].nao
npair = nao * (nao + 1) // 2
exact_barrier = species["TS"]["mf"].e_tot - species["R"]["mf"].e_tot
mp2_barrier = species["TS"]["mp2"] - species["R"]["mp2"]
assert exact_barrier > 0
print(f"basis functions {nao}, unique pairs {npair}")
print(f"RHF barrier {exact_barrier:.8f} Eh = {exact_barrier*KJ:.3f} kJ/mol")
print(f"MP2 barrier {mp2_barrier:.8f} Eh = {mp2_barrier*KJ:.3f} kJ/mol")

rng = np.random.default_rng(7)
rows, cols = np.tril_indices(nao)
for delta in (1e-4, 1e-7, 1e-10):
    print(f"--- delta = {delta:.0e} Eh")
    result = {}
    for name, data in species.items():
        matrix, mol, exact = data["matrix"], data["mol"], data["mf"]
        vectors, diagonal, pivots = pivoted_cholesky(matrix, delta)
        approximate = vectors @ vectors.T
        residual = matrix - approximate
        g_pair = np.sqrt(diagonal)
        assert np.max(np.abs(np.diag(residual) - diagonal)) < 1e-12
        assert np.all(np.abs(residual) <= np.outer(g_pair, g_pair) + 1e-12)
        assert np.max(np.abs(residual)) <= delta + 1e-12
        if delta == 1e-4:
            block = matrix[np.ix_(pivots, pivots)]
            schur = matrix - matrix[:, pivots] @ np.linalg.solve(
                block, matrix[pivots, :])
            assert np.max(np.abs(schur - residual)) < 1e-9

        g = np.zeros((nao, nao))
        g[rows, cols] = g_pair
        g[cols, rows] = g_pair
        trace = np.sum(g**2)
        lower = trace / data["s"]**2
        mf = run_rhf(mol, approximate)
        density = mf.make_rdm1()
        nocc = mol.nelectron // 2
        orbitals = np.abs(mf.mo_coeff[:, :nocc])
        upper = 0.5 * np.sum(np.abs(density) * g)**2
        fixed_lower = np.sum((orbitals.T @ g @ orbitals)**2)
        error = exact.e_tot - mf.e_tot
        fixed_energy = exact.energy_tot(dm=density)
        fixed_error = fixed_energy - mf.e_tot
        assert fixed_energy >= exact.e_tot - 1e-10
        assert -fixed_lower - 1e-10 <= fixed_error <= upper + 1e-10
        assert -lower - 1e-10 <= error <= upper + 1e-10

        # Full contractions for the SCF density and random determinants.
        full = ao2mo.restore(1, residual, nao)
        values, axes = np.linalg.eigh(data["overlap"])
        root = (axes / np.sqrt(values)) @ axes.T
        projectors = [density / 2]
        for _ in range(3):
            q = np.linalg.qr(rng.normal(size=(nao, nocc)))[0]
            projectors.append(root @ q @ q.T @ root)
        for number, p in enumerate(projectors):
            coulomb = 2 * np.sum(p * np.einsum("pqrs,rs->pq", full, p))
            exchange = np.sum(p * np.einsum("pqrs,qs->pr", full, p))
            assert -1e-11 <= coulomb <= 2*np.sum(np.abs(p)*g)**2 + 1e-11
            assert -1e-11 <= exchange <= lower + 1e-11
            if number == 0:
                assert abs(coulomb - exchange - fixed_error) < 1e-9
        mp2_total = mf.e_tot + mp2_energy(mf, approximate)
        result[name] = (mf.e_tot, lower, upper, mp2_total)
        print(f"{name}: rank {len(pivots)}, T {trace:.3e} Eh, "
              f"E-E_chol {error:.3e} Eh")
        print(f"{name}: A {upper:.3e}, B {lower:.3e}, "
              f"B_fix {fixed_lower:.3e} Eh")

    reactant, transition = result["R"], result["TS"]
    barrier = transition[0] - reactant[0]
    barrier_error = exact_barrier - barrier
    low = -transition[1] - reactant[2]
    high = transition[2] + reactant[1]
    assert low - 2e-10 <= barrier_error <= high + 2e-10
    mp2_error = mp2_barrier - (transition[3] - reactant[3])
    print(f"Cholesky RHF barrier {barrier:.8f} Eh, "
          f"error {barrier_error:.3e} Eh")
    print(f"guaranteed error interval [{low:.3e}, {high:.3e}] Eh")
    print(f"MP2 barrier error, measured {mp2_error:.3e} Eh")

# The tightest threshold must certify the order of the two energies.
assert barrier + low > 0
print(f"certified RHF barrier, last delta: {(barrier+low)*KJ:.4f} to "
      f"{(barrier+high)*KJ:.4f} kJ/mol")
print("PASS")
```

Printed output:

```
H2/STO-3G, distance 1.4 bohr; pair order 11,21,22
M row 11 (Eh): 0.774606 0.444108 0.569676
M row 21 (Eh): 0.444108 0.297029 0.444108
M row 22 (Eh): 0.569676 0.444108 0.774606
pivot 1: 11; residual diagonal (Eh): 0.000000 0.042407 0.355644
after pivot 1: R[21,22] = 0.117493, bound 0.122807 Eh
pivot 2: 22; residual diagonal (Eh): 0.000000 0.003591 0.000000
R: N-H 1.0078 angstrom, N height 0.3907 angstrom
R: RHF energy -56.19573154 Eh, s 0.02882
R: lowest wavenumber 1197.2 cm^-1
TS: N-H 0.9920 angstrom, N height 0.0000 angstrom
TS: RHF energy -56.18424288 Eh, s 0.03139
TS: imaginary wavenumber 972.1 cm^-1
basis functions 29, unique pairs 435
RHF barrier 0.01148867 Eh = 30.163 kJ/mol
MP2 barrier 0.01273590 Eh = 33.438 kJ/mol
--- delta = 1e-04 Eh
R: rank 137, T 9.620e-03 Eh, E-E_chol -1.979e-05 Eh
R: A 1.218e-03, B 1.159e+01, B_fix 8.506e-04 Eh
TS: rank 135, T 9.160e-03 Eh, E-E_chol -2.552e-05 Eh
TS: A 7.977e-04, B 9.298e+00, B_fix 4.589e-04 Eh
Cholesky RHF barrier 0.01149439 Eh, error -5.727e-06 Eh
guaranteed error interval [-9.300e+00, 1.159e+01] Eh
MP2 barrier error, measured -1.249e-05 Eh
--- delta = 1e-07 Eh
R: rank 283, T 8.724e-06 Eh, E-E_chol -5.065e-08 Eh
R: A 9.825e-07, B 1.051e-02, B_fix 1.167e-06 Eh
TS: rank 270, T 1.010e-05 Eh, E-E_chol -5.795e-08 Eh
TS: A 9.876e-07, B 1.025e-02, B_fix 8.786e-07 Eh
Cholesky RHF barrier 0.01148867 Eh, error -7.303e-09 Eh
guaranteed error interval [-1.025e-02, 1.051e-02] Eh
MP2 barrier error, measured -1.291e-08 Eh
--- delta = 1e-10 Eh
R: rank 390, T 1.628e-09 Eh, E-E_chol -8.515e-11 Eh
R: A 7.992e-12, B 1.961e-06, B_fix 2.965e-10 Eh
TS: rank 392, T 1.562e-09 Eh, E-E_chol -9.318e-11 Eh
TS: A 3.288e-12, B 1.586e-06, B_fix 2.750e-10 Eh
Cholesky RHF barrier 0.01148867 Eh, error -8.029e-12 Eh
guaranteed error interval [-1.586e-06, 1.961e-06] Eh
MP2 barrier error, measured -6.850e-12 Eh
certified RHF barrier, last delta: 30.1593 to 30.1686 kJ/mol
PASS
```
